# Lorenz ratio when the transport distribution vanishes at the chemical potential

## Problem

Electrons of charge $-e$ conduct charge and heat in linear response. One non-negative transport distribution $\Sigma(E)$ governs both currents, as it does for elastic scattering. Let $\sigma$ be the electrical conductivity and $\kappa$ the electronic heat conductivity at zero electric current. The lattice contribution to heat conduction is excluded. Define

$$L=\frac{\kappa}{\sigma T},\qquad L_0=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2,\qquad R=\frac{L}{L_0},$$

and call $R$ the Lorenz ratio.

(a) Show that $\Sigma=A(E-\mu)^2$ gives $R=21/5$.

(b) Find $R$ for $\Sigma=A|E-\mu|^p$. For which $p$ does the result make sense?

(c) Find $R$ when $\Sigma$ is a single resonance much narrower than $k_BT$, and explain the contrast with (a).

(d) Apply (a) to a three-dimensional Weyl semimetal model with $\mu$ at the nodes and a constant transport time.

## Hints

1. Use $x=(E-\mu)/k_BT$. Write the particle and heat currents, then eliminate the gradient of $\mu$ by setting the particle current to zero. The combination of moments that remains is a variance.
2. For the even moments of $-df/dx$, compute the average of $e^{ax}$ with $f$ itself as integration variable.
3. For other powers, integrate by parts and expand $f$ in powers of $e^{-x}$.
4. In (c), ask how widely the energies of the conducting electrons are spread.

## Solution

### The Lorenz ratio as a variance

Let $T$ and the electrochemical potential $\mu$ vary slowly along $z$, with a prime on either denoting $d/dz$. The Fermi function $f=1/(e^x+1)$ depends on position through $x$, so at fixed $E$

$$\frac{\partial f}{\partial z}=\left(-\frac{\partial f}{\partial E}\right)\left[\mu'+\frac{E-\mu}{T}\,T'\right].$$

The transport distribution is defined by the particle current $j_N=-\int\Sigma\,(\partial f/\partial z)\,dE$. The heat current $j_Q$ has an extra factor $E-\mu$ in the integrand. With

$$w(x)=-\frac{df}{dx}=\frac{1}{4\cosh^2(x/2)},\qquad M_n=\int_{-\infty}^{\infty}x^n\,\Sigma\,w\,dx,$$

and $E-\mu=k_BTx$, the two currents are

$$j_N=-M_0\mu'-k_BM_1T',\qquad j_Q=-k_BTM_1\mu'-k_B^2TM_2T'.$$

At uniform temperature the force on an electron is $-\mu'=-e\mathcal E$, where $\mathcal E$ is the effective electric field. The charge current is $-ej_N=eM_0\mu'=e^2M_0\mathcal E$, hence $\sigma=e^2M_0$.

For heat conduction $j_N=0$, which requires $\mu'=-k_B(M_1/M_0)T'$. Substituting this into $j_Q=-\kappa T'$ gives

$$\kappa=k_B^2T\left(M_2-\frac{M_1^2}{M_0}\right),\qquad R=\frac{3}{\pi^2}\left[\frac{M_2}{M_0}-\left(\frac{M_1}{M_0}\right)^2\right].$$

The bracket is the variance of $x$ under the normalized weight $\Sigma w/M_0$. The Lorenz ratio therefore measures the energy spread of the electrons that carry the current.

### (a) The quadratic zero

Write $m_p=\int_{-\infty}^{\infty}|x|^pw\,dx$. To obtain the even moments, take $u=f$ as variable. Then $e^x=(1-u)/u$ and $w\,dx=-du$, with $u$ running from 1 to 0, so for $|a|<1$

$$\int_{-\infty}^{\infty}e^{ax}w\,dx=\int_0^1(1-u)^au^{-a}\,du=\Gamma(1+a)\Gamma(1-a)=\frac{\pi a}{\sin\pi a}.$$

The integral over $u$ is the beta function $B(1+a,1-a)=\Gamma(1+a)\Gamma(1-a)/\Gamma(2)$, and $\Gamma(2)=1$. The last step uses $\Gamma(1+a)=a\Gamma(a)$ and the reflection formula.

With $y=\pi a$, inverting $\sin y/y=1-y^2/6+y^4/120-\dots$ gives

$$\frac{y}{\sin y}=1+\frac{y^2}{6}+\left(\frac1{36}-\frac1{120}\right)y^4+\dots=1+\frac{y^2}{6}+\frac{7y^4}{360}+\dots$$

The coefficient of $a^n$ on the left-hand side of the integral identity is the $n$th moment divided by $n!$. Therefore

$$m_2=2!\,\frac{\pi^2}{6}=\frac{\pi^2}{3},\qquad m_4=4!\,\frac{7\pi^4}{360}=\frac{7\pi^4}{15}.$$

A constant $\Sigma$ has $M_2/M_0=m_2$ and $M_1=0$, hence $R=1$, the Wiedemann–Franz law. For $\Sigma=A(k_BT)^2x^2$ the prefactor cancels, $M_1=0$ by symmetry, and

$$R=\frac{3}{\pi^2}\frac{m_4}{m_2}=\frac{3}{\pi^2}\cdot\frac{7\pi^4}{15}\cdot\frac{3}{\pi^2}=\frac{21}{5}.$$

Electrons close to $\mu$ would conduct charge while carrying little heat. The zero of $\Sigma$ suppresses them and leaves those a few $k_BT$ away. The result says that heat conduction is large relative to charge conduction; it does not say that $\kappa$ itself is large.

### (b) Any power

For $p>0$, integrate by parts. The boundary terms vanish because $x^pf\to0$ at both ends:

$$m_p=2\int_0^\infty x^p\left(-\frac{df}{dx}\right)dx=2p\int_0^\infty x^{p-1}f\,dx.$$

For $x>0$, $f=\sum_{n\ge1}(-1)^{n-1}e^{-nx}$. This series alternates with decreasing terms, so its partial sums lie between 0 and $e^{-x}$. Since $x^{p-1}e^{-x}$ is integrable, dominated convergence allows term-by-term integration:

$$m_p=2p\,\Gamma(p)\sum_{n\ge1}\frac{(-1)^{n-1}}{n^p}=2\,\Gamma(p+1)\,\eta(p),$$

where $\eta$ is the Dirichlet eta function. The integral defining $m_p$ converges, and is analytic in $p$, for $p>-1$. The right-hand side is analytic there too once $\eta$ is continued analytically, so the identity extends to $p>-1$. At $p\le-1$ the integral diverges at $x=0$, and this $\Sigma$ has no finite conductivity.

By symmetry $M_1=0$. Using $\Gamma(p+3)=(p+2)(p+1)\Gamma(p+1)$,

$$R_p=\frac{3}{\pi^2}\frac{m_{p+2}}{m_p}=\frac{3}{\pi^2}(p+1)(p+2)\,\frac{\eta(p+2)}{\eta(p)},\qquad p>-1.$$

With $\eta(2)=\pi^2/12$ and $\eta(4)=7\pi^4/720$, $p=2$ again gives $21/5$. A linear zero gives $R_1\approx2.37$, a cubic one $R_3\approx6.56$ and a quartic one $R_4=465/49\approx9.49$.

The ratio rises with $p$. With averages taken under the weight $|x|^pw/m_p$,

$$\frac{d}{dp}\ln\frac{m_{p+2}}{m_p}=\frac{\langle x^2\ln|x|\rangle-\langle x^2\rangle\langle\ln|x|\rangle}{\langle x^2\rangle}>0,$$

because the numerator is the covariance of two increasing functions of $|x|$. Since $R_0=1$, a power-law zero gives $R>1$ and an integrable power-law divergence gives $R<1$.

These results need equal coefficients on the two sides of $\mu$. If the coefficients are $A_+$ above and $A_-$ below, put $a=(A_+-A_-)/(A_++A_-)$. The even moments contain $A_++A_-$ and the odd one $A_+-A_-$, so

$$R=\frac{3}{\pi^2}\left[\frac{m_{p+2}}{m_p}-a^2\left(\frac{m_{p+1}}{m_p}\right)^2\right].$$

If $\Sigma$ rises quadratically above a band edge at $\mu$ and vanishes below it, $a=1$ and the mean of $x$ is $m_3/m_2=3.288$. Then $R=(3/\pi^2)(13.817-10.814)\approx0.913$. The mean energy is large, but the zero-current condition removes its contribution and leaves only the spread.

### (c) The narrow resonance

If all conducting electrons have the same energy, the variance is zero and $R\to0$. This holds even when the resonance lies away from $\mu$. Each electron then carries heat, but with one common energy the heat current is proportional to the particle current, and both vanish at open circuit.

The approach to zero depends on the line shape. For a rectangular resonance of width $b\,k_BT$ with $b\ll1$, $w$ is nearly constant across it. The variance is $b^2/12$, so $R\approx b^2/(4\pi^2)$.

For a Lorentzian $\Sigma\propto g^2/[(x-x_0)^2+g^2]$ with $g\ll w(x_0)$, which implies $g\ll1$, the zeroth moment is approximately $\pi g\,w(x_0)$. The second moment about $x_0$ is

$$g^2\int\frac{(x-x_0)^2}{(x-x_0)^2+g^2}\,w\,dx\approx g^2\int w\,dx=g^2.$$

The first moment about $x_0$ is of order $g^2$. The mean is therefore displaced by order $g$, and its square is negligible beside the variance, which is of order $g$:

$$R\approx\frac{3}{\pi^2}\,\frac{g}{\pi w(x_0)}=\frac{3g}{\pi^3w(x_0)}.$$

The second moment comes from the tails, which extend over the whole thermal window, so $R$ falls only linearly with $g$. Far from $\mu$, $w(x_0)$ is exponentially small and $g\ll1$ alone does not make $R$ small: for $x_0=8$ and $g=0.01$, the part of the tail at $x<4$ carries only about 14% of the current but supplies about 85% of the variance, and $R\approx2.1$. For a Lorentzian centred at $\mu$, $R=0.0039$ at $g=0.01$ and $0.31$ at $g=1$. At $g=100$ it is $0.999$: cooling at fixed width makes $\Sigma$ nearly constant across the window and restores the Wiedemann–Franz law.

The power-law family contains the same limit. As $p\to-1$, the region near $x=0$ dominates $m_p$, giving $m_p\approx2w(0)/(p+1)=1/[2(p+1)]$, while $m_{p+2}\to m_1=2\ln2$. Hence

$$R_p\approx\frac{12\ln2}{\pi^2}(p+1)\to0.$$

The weight collapses onto $\mu$ and acts as a narrow resonance. Within this symmetric power-law family, a zero at $\mu$ raises the variance above its value for constant $\Sigma$, and a divergence at $\mu$ lowers it.

### (d) Weyl nodes

Take $N$ isotropic nodes with bands $E=\pm\hbar vk$, energies measured from the node, and $\mu=0$. At each energy one band per node contributes, so the density of states is

$$D(E)=N\,\frac{4\pi k^2}{(2\pi)^3}\frac{dk}{d|E|}=\frac{NE^2}{2\pi^2\hbar^3v^3}.$$

The angular average of $v_z^2$ is $v^2/3$. With a constant transport time $\tau$,

$$\Sigma=\tau\,\frac{v^2}{3}\,D=\frac{N\tau E^2}{6\pi^2\hbar^3v}.$$

This is the quadratic case, with equal coefficients on both sides. Inserting $m_2$ into $\sigma=e^2M_0$ and $m_4$ into $\kappa=k_B^2TM_2$ gives

$$\sigma=\frac{Ne^2\tau(k_BT)^2}{18\hbar^3v},\qquad \kappa=\frac{7\pi^2N\tau k_B^4T^3}{90\hbar^3v}.$$

For the round parameters $N=2$, $v=5\times10^5$ m/s, $\tau=10^{-13}$ s and $T=300$ K, these give $\sigma=8.34\times10^3$ S/m and $\kappa=0.257$ W/(m K). The Wiedemann–Franz law would predict

$$L_0\sigma T=(2.443\times10^{-8})(8.344\times10^3)(300)=0.0612\ \text{W/(m K)}.$$

The quotient is $0.2569/0.0612=4.20$. A direct integration over $k$-space and both bands confirms the two formulas; its values are in the numerical output. The number $21/5$ belongs to this model. The form $\Sigma=\tau v^2D/3$ treats the levels as sharp, which needs $\hbar/\tau\ll k_BT$. A constant Lorentzian broadening $\Gamma=\hbar/2\tau$, here 3.3 meV, used in the Kubo formula without vertex corrections gives $\Sigma\propto E^2+3\Gamma^2$. This is Variation 1 with $\Delta=\sqrt3\,\Gamma=5.7$ meV, and $R$ is then about 4.15 at 300 K and 2.3 at 30 K. In addition, an energy-dependent $\tau$ changes the form of $\Sigma(E)$, and inelastic scattering can remove the common $\Sigma$ on which the derivation rests.

## Variation 1: the zero is filled in

Let $\Sigma=A[(E-\mu)^2+\Delta^2]$. How does $R$ change on cooling?

With $\delta=\Delta/k_BT$, $M_0\propto m_2+\delta^2$, $M_1=0$ and $M_2\propto m_4+\delta^2m_2$. Dividing numerator and denominator by $m_2=\pi^2/3$,

$$R=\frac{3}{\pi^2}\,\frac{m_4+\delta^2m_2}{m_2+\delta^2}=\frac{21/5+u}{1+u},\qquad u=\frac{3\delta^2}{\pi^2}.$$

For $\Delta=10$ meV, $R$ is 4.06 at 300 K, 3.27 at 100 K, 1.58 at 30 K and 1.08 at 10 K. The quadratic law must therefore hold over the thermal window, including its centre. Once $k_BT\ll\Delta$, the electrons see an almost constant $\Sigma$.

## Variation 2: the zero misses the chemical potential

Let the quadratic zero lie at $E=\mu+b\,k_BT$, as in a doped sample. What is $R$?

Now $\Sigma\propto(x-b)^2=x^2-2bx+b^2$. The odd moments of $w$ vanish, so

$$M_0\propto m_2+b^2,\qquad M_1\propto-2bm_2,\qquad M_2\propto m_4+b^2m_2,$$

$$R=\frac{3}{\pi^2}\left[\frac{m_4+b^2m_2}{m_2+b^2}-\frac{4b^2m_2^2}{(m_2+b^2)^2}\right].$$

At $b=1$ the bracket is $11.36-2.35=9.01$ and $R=2.74$. A displacement of one $k_BT$ thus removes almost half of the excess over 1. At $b=2$, $R=1.45$, and at $b=5$ it is $0.96$, slightly below 1.

The large-$b$ expansion explains the sign of that last deviation. The bracket becomes $m_2+(m_4-5m_2^2)/b^2+\dots$, and

$$m_4-5m_2^2=\left(\frac{7}{15}-\frac59\right)\pi^4=-\frac{4\pi^4}{45}.$$

Hence $R\approx1-4\pi^2/(15b^2)$, which approaches 1 from below. At $b=5$ this leading form gives about $0.89$, so it fixes the sign there but not yet the size.

## Computed results

```
L0 = 2.44300e-08 W ohm/K^2
L for quadratic zero = 1.02606e-07 W ohm/K^2
moment of x^2 = 3.289868 (dimensionless)
moment of x^4 = 45.457576 (dimensionless)
exact R, p = 0: 1 (dimensionless)
exact R, p = 2: 21/5 (dimensionless)
exact R, p = 4: 465/49 (dimensionless)
exact R, p = 6: 2667/155 (dimensionless)
R_p, p = -0.5: 0.45891 (dimensionless)
R_p, p = 0: 1.00000 (dimensionless)
R_p, p = 0.5: 1.63414 (dimensionless)
R_p, p = 1: 2.37210 (dimensionless)
R_p, p = 2: 4.20000 (dimensionless)
R_p, p = 3: 6.55519 (dimensionless)
R_p, p = 4: 9.48980 (dimensionless)
R_p, p = 6: 17.20645 (dimensionless)
near p = -1: p = -0.999, R = 8.4291e-04, limit law 8.4277e-04
one-sided edge, p = 0: R = 0.41584
one-sided edge, p = 1: R = 0.66025
one-sided edge, p = 2: R = 0.91300
one-sided p = 2: mean x = 3.28843 (dimensionless)
one-sided p = 2: Seebeck = -283.38 microvolt/K
box at mu, width/kBT = 0.1: R = 2.5326e-04
box at mu, width/kBT = 1.0: R = 2.4914e-02
Lorentzian at mu, half-width/kBT = 0.001: R = 0.00039
Lorentzian at mu, half-width/kBT = 0.01: R = 0.00386
Lorentzian at mu, half-width/kBT = 0.1: R = 0.03778
Lorentzian at mu, half-width/kBT = 1.0: R = 0.30812
Lorentzian at mu, half-width/kBT = 10.0: R = 0.91794
Lorentzian at mu, half-width/kBT = 100.0: R = 0.99895
floor energy Delta = 10.0 meV
floor, T = 10 K: Delta/kBT = 11.6045, R = 1.0763
floor, T = 30 K: Delta/kBT = 3.8682, R = 1.5768
floor, T = 100 K: Delta/kBT = 1.1605, R = 3.2706
floor, T = 300 K: Delta/kBT = 0.3868, R = 4.0608
zero displaced by 0.5 kBT: R = 3.7115
zero displaced by 1.0 kBT: R = 2.7390
zero displaced by 2.0 kBT: R = 1.4536
zero displaced by 5.0 kBT: R = 0.9611
Weyl model: N = 2, T = 300 K
Weyl model: v = 5.0e+05 m/s, tau = 1.0e-13 s
thermal energy = 25.8520 meV
sigma from k-space = 8.34428e+03 S/m
kappa from k-space = 0.25685 W/(m K)
L0 sigma T = 0.06116 W/(m K)
R from k-space = 4.200000 (dimensionless)
```
